Why isolated arsenic saturates when three donors bind one electron, part 1

(Sections cited here and not found follow in the second part.)

## First half: equilibrium as a minimum of free energy

In a model of arsenic-doped silicon at 1000 °C, doubling the total arsenic from 1.0×10²¹ to 2.0×10²¹ cm⁻³ raises the density of isolated arsenic ions from 2.55×10²⁰ to 2.72×10²⁰ cm⁻³, a gain of 7 percent. The electron density over the same step goes from 7.5×10²⁰ to 1.42×10²¹ cm⁻³ and almost doubles. One density has nearly stopped and the other has not, although every electron in the model comes from arsenic.

### The reaction and its bookkeeping

The model contains one reaction. Three positive donor ions and one electron form a cluster:

3 As⁺ + e⁻ ⇌ As₃²⁺

The charge on the left is 3 − 1 = 2, so the cluster is doubly positive. Let C be the density of isolated As⁺, X the density of clusters, n the density of free electrons and C_T the total density of arsenic atoms. Densities are in cm⁻³, the customary unit for doping. Each cluster holds three atoms, hence

C_T = C + 3X.  (1)

The material is taken to be extrinsic: the electrons supplied by donors far outnumber those excited across the band gap, and holes are left out. Neutrality then equates the negative charge to the charge of the ions:

n = C + 2X.  (2)

Substituting C = C_T − 3X from (1) into (2) gives a second form,

n = C_T − X.  (3)

It says that each arsenic atom releases one electron and each cluster takes one back. At fixed C_T one variable, X, therefore describes the whole composition.

### Mass action from the free energy

At a fixed temperature T and volume, equilibrium is the minimum of the Helmholtz free energy. For a dilute species, N particles distributed over W available places or states can be arranged in about W^N/N! ways. Minus the logarithm of this number is N ln(N/W) − N, by Stirling's formula. The free energy per unit volume, divided by kT, is then

φ = Σᵢ cᵢ [ln(cᵢ/c₀) − 1 + uᵢ],  (4)

where i runs over isolated ions, clusters and electrons, and cᵢ is C, X or n. The density c₀ is an arbitrary reference that makes the logarithm dimensionless. The constant uᵢ holds the energy of one particle over kT and the number of places open to it. Two assumptions enter here. The species do not interact beyond what a constant uᵢ can express, and the electrons are nondegenerate, so that they follow Boltzmann statistics. The second assumption is poor for the numbers above, and the second half works out the consequences.

The derivative of c[ln(c/c₀) − 1] with respect to c is ln(c/c₀). When X grows by dX at fixed C_T, equations (1) and (3) give dC = −3 dX and dn = −dX. Therefore

dφ/dX = ln(X/c₀) − 3 ln(C/c₀) − ln(n/c₀) + u_X − 3u_C − u_n.  (5)

Setting this to zero and collecting the logarithms gives

X c₀³/(C³n) = exp(3u_C + u_n − u_X).

Dividing by c₀³ yields the law of mass action,

X = K C³ n,  K = c₀⁻³ exp(3u_C + u_n − u_X).  (6)

K is the formation constant of the cluster, in cm⁹. A larger K means stronger clustering. It depends on temperature but, under the assumptions made, not on the doping.

The stationary point is a minimum. Differentiating (5) once more, with the same dC and dn, gives

d²φ/dX² = 1/X + 9/C + 1/n,  (7)

which is positive. The slope (5) tends to −∞ as X → 0 and to +∞ as X → C_T/3, where C vanishes. It therefore crosses zero once, and each C_T has one equilibrium.

### The ceiling

Mass action can be read as a statement about a ratio:

C³ = (1/K)(X/n).  (8)

The density of isolated ions is set by the number of clusters per free electron. Neutrality limits that number. Since n = C + 2X and C is positive, X/n is less than 1/2, and so

C < C_s,  C_s = (2K)^(−1/3).  (9)

The factor 2 is the charge of the cluster. When nearly all the arsenic is clustered, almost all the positive charge sits on clusters, there are two free electrons for each of them, and the ratio X/n stands close to its limit. Adding arsenic then multiplies X and n by nearly the same factor, and C hardly responds. The opening example is still on the way to this limit: X/n rises from 0.33 to 0.40, or by 22 percent, and the cube root implied by (8) turns this into a gain of 7 percent in C.

It remains to show that C does approach C_s. Inserting (6) in (2) gives n = C + 2KC³n, or

n = C/(1 − 2KC³),  X = KC⁴/(1 − 2KC³).  (10)

From (1), X is also (C_T − C)/3. Equating the two expressions for X and multiplying by 3(1 − 2KC³),

(C_T − C)(1 − 2KC³) = 3KC⁴.

The left side expands to C_T − C − 2KC_T C³ + 2KC⁴. Moving everything to one side gives a closed equation for C:

KC⁴ + 2KC_T C³ + C − C_T = 0.  (11)

For positive C the left side increases with C. It equals −C_T at C = 0. At C = C_s, where 2KC_s³ = 1 and hence KC_s⁴ = C_s/2, it equals C_s/2 + C_T + C_s − C_T = 3C_s/2. There is thus one positive root, and it lies between 0 and C_s.

Solving (11) for its second term and dividing by C_T gives

1 − 2KC³ = (C + KC⁴)/C_T.  (12)

The left side is positive by (9). On the right, C is less than C_s and KC⁴ is less than C_s/2. Hence

0 < 1 − (C/C_s)³ < (3/2) C_s/C_T.  (13)

As C_T/C_s grows without limit the right side vanishes, so C → C_s. This is the result: at fixed K, isolated arsenic saturates at (2K)^(−1/3).

The approach is monotonic. Differentiating (11) with respect to C_T gives

(4KC³ + 6KC_T C² + 1) dC/dC_T + 2KC³ − 1 = 0,

dC/dC_T = (1 − 2KC³)/(1 + 4KC³ + 6KC_T C²),  (14)

and both numerator and denominator are positive. More arsenic raises C at every doping, by ever smaller amounts near the ceiling.

### Low doping and the slow approach

For C_T far below C_s few clusters exist, so C and n are both close to C_T. Then X ≈ KC_T⁴, and the fraction of arsenic held in clusters is

3X/C_T ≈ 3KC_T³.  (15)

The cube makes the onset steep on the scale of C_s.

For high doping define x = C/C_s and t = C_T/C_s. Since K = 1/(2C_s³), equation (10) becomes X = (C_s/2)x⁴/(1 − x³), and (1) becomes

t = x + (3/2) x⁴/(1 − x³).  (16)

Let δ = 1 − x be the small relative distance from the ceiling. Then

1 − x³ = 3δ − 3δ² + δ³ = 3δ(1 − δ + δ²/3),

1/(1 − δ + δ²/3) = 1 + δ + 2δ²/3 + …,

x⁴ = 1 − 4δ + 6δ² + ….

In the second line the coefficient of δ² is 1 from the square of δ minus 1/3 from the linear term. The product of the last two series is 1 − 3δ + 8δ²/3, because 2/3 − 4 + 6 = 8/3. Equation (16) is then

t = 1 − δ + (1/(2δ))(1 − 3δ + 8δ²/3) + …
 = 1/(2δ) − 1/2 + δ/3 + ….

Multiplying by 2 and adding 1 gives 2t + 1 = 1/δ + 2δ/3 + …. To leading order δ = 1/(2t + 1). Using this value in the small term gives the next correction:

1 − C/C_s = 1/(2t + 1) + (2/3)/(2t + 1)³ + ….  (17)

At large t the remaining distance is about C_s/(2C_T). It falls only as the inverse of the doping, so the plateau is reached slowly.

### The worked example

Take K = 2×10⁻⁶² cm⁹, a round model parameter, at 1273 K. Then 2K = 4×10⁻⁶² cm⁹, its inverse is 25×10⁶⁰ cm⁻⁹, and the cube root gives

C_s = 2.92×10²⁰ cm⁻³.

The solutions of (11), in units of 10²⁰ cm⁻³, are:

C_T = 1: C = 0.95, X = 0.017, n = 0.98
C_T = 2: C = 1.57, X = 0.14, n = 1.86
C_T = 5: C = 2.24, X = 0.92, n = 4.08
C_T = 10: C = 2.55, X = 2.48, n = 7.52
C_T = 20: C = 2.72, X = 5.76, n = 14.2

In the first row the low-doping estimate (15) gives a clustered fraction of 3 × 0.02 × 1³ = 0.060, against a solved value of 0.0505. The estimate is high because it ignores the loss of isolated ions and electrons to the clusters.

The row C_T = 10 can be followed by hand. Mass action gives X = 0.02 × 2.547³ × 7.516 = 2.484, and the atom balance gives 2.547 + 3 × 2.484 = 10.0. Here t = 10/2.924 = 3.42, so 1/(2t + 1) = 0.12755, while the solved relative distance from the ceiling is 0.12887. The second term of (17) adds 0.00138 and brings the estimate to 0.1289, in agreement to four decimals.

Reaching 90 percent of C_s takes a total of 1.3×10²¹ cm⁻³, and 95 percent takes 2.8×10²¹ cm⁻³. For these parameters the ceiling is thus a limit that is neared but not closely attained.

As a test of the algebra after (4), the free energy was minimized numerically over X at C_T = 1, 3, 10 and 20, in the same units. The resulting C agreed with the root of (11) to a relative difference of 5×10⁻⁸ or less.

### What saturates, and when

Equations (1) and (3) give X = (C_T − C)/3 and

n = (C + 2C_T)/3.  (18)

At the anneal temperature the electron density grows without limit, with a slope that tends to 2/3 of an electron per added arsenic atom. The ceiling belongs to isolated arsenic.

It becomes a ceiling for carriers under a further assumption. Suppose that on cooling the cluster population is frozen, and that each cluster captures two electrons and turns neutral. The free density drops to n − 2X, which by (2) is C. For C_T = 1.0×10²¹ cm⁻³ it falls from 7.5×10²⁰ to 2.5×10²⁰ cm⁻³. If the clusters kept their charge, the cold sample would retain the larger value. Mass action at the anneal temperature does not decide between these cases.

## Second half: rate balance, comparison and limits of validity

The symbols carry over. C is the density of isolated As⁺, X that of As₃²⁺ clusters, n that of free electrons, and C_T the total arsenic. The atom balance is C_T = C + 3X. Extrinsic neutrality is n = C + 2X, which is equivalent to n = C_T − X. The first half obtained the mass-action law X = KC³n by minimizing an ideal free energy, and found that C stays below C_s = (2K)^(−1/3) and tends to it at high doping. In the example K = 2×10⁻⁶² cm⁹ and C_s = 2.92×10²⁰ cm⁻³. At C_T = 1.0×10²¹ cm⁻³ the solution is C = 2.547, X = 2.484 and n = 7.516, in units of 10²⁰ cm⁻³. The second derivation uses the two balances but not the free energy.

### The ceiling as a threshold for growth

Suppose that clusters form at a rate proportional to C³n and dissolve at a rate proportional to X:

dX/dt = k_f C³n − k_r X.  (19)

Here t is time, and k_f and k_r are positive constants at fixed temperature. The electrons are taken to adjust at once, so neutrality holds throughout. Replacing n by C + 2X and collecting the terms in X gives

dX/dt = k_f C⁴ + (2k_f C³ − k_r) X.  (20)

The first term is formation that would take place even without clusters, since isolated donors bring their own electrons. The term 2k_f C³X arises because every cluster present is accompanied by two free electrons, and these assist the formation of further clusters. The process feeds itself, and dissolution opposes it.

Consider first a thought experiment in which a reservoir of neutral donors holds C fixed while X evolves. The coefficient of X in (20) changes sign at

C_s³ = k_r/(2k_f).  (21)

Below this density the coefficient is negative, and X settles at the finite value k_f C⁴/(k_r − 2k_f C³). At or above it, dX/dt stays positive and X grows without limit. A reservoir can therefore put any amount of arsenic into clusters while C remains below C_s, but no steady state exists with C at or above C_s.

In a closed sample C_T is fixed instead. Setting (20) to zero and dividing by k_r X gives

1 − (C/C_s)³ = (k_f/k_r) C⁴/X.  (22)

The right side is positive, so C < C_s. By (21), k_f/k_r = 1/(2C_s³), and therefore (k_f/k_r)C⁴ is less than C_s/2. The atom balance gives X = (C_T − C)/3, which exceeds (C_T − C_s)/3. For C_T > C_s these inequalities combine to

0 < 1 − (C/C_s)³ < (3/2) C_s/(C_T − C_s).  (23)

The right side vanishes as C_T grows, so C → C_s. With k_f/k_r = K, equation (21) reads C_s = (2K)^(−1/3), the result of the first half.

The example shows how the balance is divided. The left side of (22) is 1 − 0.8711³ = 0.339. The right side is 0.02 × 2.547⁴/2.484 = 0.339. The same number is the ratio C/n = 2.547/7.516: about a third of the electron charge is balanced by isolated ions and two thirds by clusters. As doping rises the first share shrinks, and the self-feeding term alone comes to balance dissolution.

Free-energy minimization and rate balance both show that, for a constant K and Boltzmann electrons, isolated arsenic stays below C_s = (2K)^(−1/3) and tends to it at high doping. What remains is the stability of the steady state, the assumptions behind each derivation, and whether the plateau survives holes, degenerate electrons and interactions between the charges.

All numerical values are calculated from the stated model.
